Neutral Defects Can Have Finite-Cell Errors from Strain, Dipoles and Overlap

**The argument under review**

Consider a manuscript that reports the formation energy of a neutral defect in an amorphous oxide semiconductor, computed in a periodic cubic cell of edge 1.2 nm at the Γ point. It applies no size correction, and argues that the defect carries no net charge and so does not interact with its periodic images, that any residual strain is removed by relaxing the cell, and that anything still left can be extrapolated in inverse volume.

Each of the three statements needs examination. Zero charge removes the monopole, but a defect may also strain its host, carry a dipole, or have a wavefunction that reaches the next cell.

Let Δ be the energy of one defect in a cell of volume Ω minus its energy in an infinite host. If the host energy and the chemical potentials are converged, Δ is the error of the formation energy. I use Hartree atomic units, and nm and eV in the example. The host is linear, isotropic and not piezoelectric, and the three effects are treated as independent.

**1. Why a neutral source can still give an inverse-volume error**

Give the source a compact, spherical form factor g(k), with g(0) = 1. An isolated source involves an integral over k, a periodic one a sum over reciprocal vectors G. Poisson summation gives

(1/Ω) Σ_G g(G)² = ∫ d³k/(2π)³ g(k)² + Σ_{R≠0} (overlap of sources R apart).

Compact sources do not overlap, so the last sum vanishes. A uniform strain or mean electric field is set separately by the cell conditions, so G = 0 must be taken out of the left side:

(1/Ω) Σ_{G≠0} g(G)² = ∫ d³k/(2π)³ g(k)² − 1/Ω.   (1)

The missing 1/Ω matters whenever the response at small k stays finite, as it does for both strain and dipoles.

**2. Elastic relaxation, with the cell held fixed**

Let the defect push equally in all directions, with elastic dipole P0, so that its coupling to the local dilation θ = div u is −P0θ. For a displacement along k the strain is θ k̂ᵢk̂ⱼ, and its energy density is

½λθ² + μθ² = ½Mθ²,  M = λ + 2μ = K + 4μ/3,

where K is the bulk modulus, μ the shear modulus and λ = K − 2μ/3. Transverse displacements have no dilation and are not excited. In Fourier components,

W = Σ_{G≠0} [½ΩM|θ_G|² − P0 g(G)θ_G].

Setting the derivative to zero gives θ_G = P0 g(G)/(ΩM), and substitution gives

W = −(P0²/2M)(1/Ω) Σ_{G≠0} g(G)².

For the isolated defect the integral replaces the sum. Subtracting, with equation (1),

Δ_fixed = +P0²/(2MΩ).   (2)

The sign is positive because the periodic defect lacks the uniform part of the relaxation. Cell shape does not enter at this order, since the response 1/M is the same in every direction.

This was tested on a cubic lattice with equal springs to first and second neighbours, for which K = 5/3 and M = 3 in lattice units. Unit outward forces on the six neighbours of a site give P0 = 2. The fitted coefficient of 1/Ω, from cubes of 12, 16 and 22 sites per edge, was 0.664; equation (2) gives 0.667. A 14 × 14 × 28 cell gave 0.696, within the 10% allowed there for terms that fall off faster than 1/Ω.

**3. Relaxing the cell does not remove the elastic error**

Now allow a uniform dilation θ₀. Periodic displacements have zero mean strain, so in a uniform linear host they do not couple to it. The added energy is

½ΩKθ₀² − P0θ₀,

with its minimum at θ₀ = P0/(KΩ), where it equals −P0²/(2KΩ). Adding this to equation (2),

Δ_free = −(P0²/2Ω)(1/K − 1/M).   (3)

Since M exceeds K whenever μ > 0, the error has changed sign. The periodic array can expand as a whole against K alone, whereas an isolated defect must also shear the surrounding solid. The two errors are in the ratio

|Δ_free|/Δ_fixed = (M − K)/K = 4μ/(3K),

so the free cell has the smaller error if 4μ < 3K, and this error vanishes in the fluid limit μ → 0. The spring lattice gave −0.536 for the relaxed coefficient, against −0.533 from equation (3).

The authors can obtain P0 from the fixed cell. At θ₀ = 0 the derivative of the energy with respect to volume is −P0/Ω, so the defect adds a pressure P0/Ω. In an amorphous host the ions also shift within the cell when it is strained uniformly. The pressure must therefore be taken after they have relaxed, as the difference between the cells with and without the defect, and K must be the modulus with the ions relaxed. Overlap energy also depends on volume and changes the pressure, so it must be made small first. For an s level at Γ, overlap lowers the energy and so reduces the pressure; for a p level it can do the opposite.

**4. Electric dipoles**

A dipole p has charge density −p·∇δ, smeared by g, with Fourier components ρ_G = −i(p·G)g(G)/Ω. In a medium of permittivity ε the potential is φ_G = 4πρ_G/(εG²). The field energy per cell is therefore

W = ½Ω Σ_{G≠0} 4π|ρ_G|²/(εG²) = (2π/εΩ) Σ_{G≠0} (p·Ĝ)² g(G)².

Omitting G = 0 means zero mean electric field, the condition imposed by a periodic potential. In a cubic cell the sum of ĜᵢĜⱼg² is δᵢⱼ/3 times the sum of g², and the angular average in the isolated integral is also 1/3. Equation (1) then gives

Δ_dipole = −2πp²/(3εΩ).   (4)

At zero mean field the uniform medium has no net induced moment, so p is the dipole change of the whole cell, host response included. In a bulk cell this change must be taken from the Berry-phase polarization, which fixes it only up to a charge quantum times a lattice vector, so the same branch must be followed with and without the defect. Dividing a bare core dipole by ε and then using equation (4) would screen it twice.

A lattice of polarizable sites with ε = 7.28 tested this: the fitted coefficient was −0.0718, as equation (4) predicts.

In a cell with unequal edges, for p along axis α, 1/3 is replaced by

N_α = Ω∫ d³k/(2π)³ k̂_α² g² − Σ_{G≠0} Ĝ_α² g²,
Δ_dipole = −2πp²N_α/(εΩ).

Because the squares of the direction cosines add to one, equation (1) gives N_x + N_y + N_z = 1. In real space, with dipoles along z summed over a growing sphere,

N_z = 1/3 + (Ω/4π) Σ_{R≠0} (3cos²ϑ − 1)/R³.

The 1/3 comes from the polarized matter outside the sphere, whose field inside is 4πp/(3εΩ) when the mean field is zero.

For edges 1, 1 and 2, with p along the long axis, the four nearest images lie side by side with the defect. They contribute (2/4π)(−4) = −0.64, enough to outweigh 1/3. The full sum is N_z = −0.44, so a change of cell shape can reverse the dipole error.

**5. Wavefunction overlap**

Let the isolated level be an s state with energy −κ₀²/(2m) and tail A exp(−κ₀r)/r. Write u₀(r) for r times the wavefunction, scaled so that u₀ = exp(−κ₀r) outside the well. Normalization gives 4πA²∫u₀²dr = 1.

In the array, take a Bloch state of wavevector k and energy −κ²/(2m). The tails arriving from the other cells have an s-wave part S sinh(κr)/(κr) around the defect, where

S = Σ_{R≠0} exp(−κR) cos(k·R)/R.

Outside the well the radial function is thus u = exp(−κr) + S sinh(κr)/κ. Inside, u and u₀ obey the same radial equation at different energies. Multiplying each equation by the other function, subtracting, and integrating to the well edge b gives

[u₀u′ − uu₀′] at b = (κ² − κ₀²)∫₀ᵇ u₀u dr.

On the left, the exp(−κr) part of u contributes −(κ² − κ₀²)∫_b^∞ exp[−(κ+κ₀)r]dr. The S part contributes S to first order, because exp(−κr)[cosh κr + sinh κr] = 1. Moving the first contribution to the right completes the integral:

S = (κ² − κ₀²)∫₀^∞ u₀²dr = (κ² − κ₀²)/(4πA²).

The level shift −(κ² − κ₀²)/(2m) is therefore −2πA²S/m, a sum of hopping terms

t(R) = −2πA² exp(−κ₀R)/(mR).   (5)

Plane-wave diagonalization of Gaussian wells (depth 1.6 hartree, unit width, 12 bohr apart, m = 1) gave half the energy difference between the zone corner and Γ as 4.273 × 10⁻⁴ hartree. Equation (5), summed over neighbours, gives 4.276 × 10⁻⁴.

For a well of negligible radius a closed equation is available. A single well requires ψ ∝ 1/r − κ₀ near its centre. The array gives 1/r − κ + S, hence

κ = κ₀ + S(κ,k),  E = −κ²/(2m).   (6)

At Γ all six nearest neighbours add, and each electron is lowered by about 6|t|. A filled band behaves differently. With nearest neighbours in a cubic array of edge L, write S₀ = c exp(−κ₀L)/L, where c = 2(cos k_xL + cos k_yL + cos k_zL). Since dS/dκ = −LS,

κ − κ₀ = S₀ − LS₀² + …
E − E₀ = −[κ₀S₀ − (κ₀L − ½)S₀²]/m + …

Over the whole zone c averages to zero and c² to 4 × 3 × ½ = 6. The mean shift per electron is

+6(κ₀L − ½) exp(−2κ₀L)/(mL²).   (7)

The first-order shift has cancelled. For κ₀ = m = 1 and L = 8, a zone average of equation (6) gave 7.93 × 10⁻⁸ hartree and equation (7) gives 7.91 × 10⁻⁸. Most of the Γ-point error is therefore a sampling error, which exists because the images overlap.

The cancellation requires a full band. If one electron per defect fills the lower half of the band with both spins, the occupied states have mostly positive c and a first-order lowering remains. In the same array it was −8.4 × 10⁻⁵ hartree, about twice |t|. A single electron in a full band of one spin has no such term.

**6. What this means for a 1.2 nm cell**

Take K = 110 GPa, μ = 50 GPa, ε = 12, effective mass 0.35 and a gap of 3.0 eV. The neutral defect holds two electrons 0.80 eV below the conduction edge, with P0 = 10 eV and p = 0.30 e nm. The volume is 1.728 nm³, K = 686.6 eV/nm³ and M = 1102.7 eV/nm³. Then

Δ_fixed = 10²/(2 × 1102.7 × 1.728) eV = 26.2 meV,
Δ_free = −[10²/(2 × 1.728)](1/686.6 − 1/1102.7) eV = −15.9 meV,
Δ_dipole = −2π × 1.440 × 0.30²/(3 × 12 × 1.728) eV = −13.1 meV.

The factor 1.440 eV nm is e²/(4πε₀). The defect pressure in the fixed cell is 10/1.728 eV/nm³, or 0.93 GPa.

For the overlap, ħ²/(2m) = 0.1089 eV nm², so κ₀ = √(0.80/0.1089) = 2.71 nm⁻¹ and κ₀L = 3.25. A well of negligible radius has 2πA² = κ₀, and equation (5) becomes

|t| = 2 × 0.1089 × 2.711 × exp(−3.253)/1.2 eV = 19.0 meV.

Two electrons at Γ are lowered by 12|t| = 228 meV in this estimate. Equation (6), with farther neighbours and higher orders, gives 264 meV. Full zone sampling leaves an error of +7.4 meV.

With the cell fixed, the total error is

Γ only: 26.2 − 13.1 − 264.1 = −251 meV,
full sampling: 26.2 − 13.1 + 7.4 = +21 meV, after rounding.

At L = 1.6 nm, with the same defect parameters, the totals are −62 and +6.2 meV. The proposed extrapolation assumes E = E∞ + B/Ω, and from two cells gives

E∞ = (Ω₂E₂ − Ω₁E₁)/(Ω₂ − Ω₁).

Measured from the true isolated energy, the Γ-only result is

(4.096 × (−62.37) − 1.728 × (−250.94))/2.368 = +75 meV.

This is larger in size than the error of the 1.6 nm cell itself, and of opposite sign, because an exponential was fitted as an inverse volume. With full sampling the same procedure leaves −4.2 meV. It removes the elastic and dipole terms of this model, but not the remaining overlap.

Dilute equilibrium concentrations vary as exp(−E_f/k_BT). At 600 K, where k_BT = 51.7 meV, the Γ-only error multiplies the concentration by exp(250.9/51.7) ≈ 130. The fully sampled error multiplies it by 0.67.

**7. How far the model can be trusted**

The host parameters lie roughly in the regime of amorphous indium gallium zinc oxide. The binding energy, P0 and p are illustrative choices, not typical values of a known defect. The dipole is deliberately large: it corresponds to two electrons displaced by 0.15 nm. A real amorphous site has no symmetry, and this affects each term.

The elastic dipole need not be isotropic. Changing it to P0 × (0.85, 0.85, 1.30) along the cell axes, with the same trace, raises the fixed-cell error from 26 to 34 meV. The change depends on orientation: with the unique axis along a body diagonal of the cell, the same tensor leaves the error at about 26 meV. The defect pressure does not change, because it depends only on the trace, so an anisotropic defect needs the full stress tensor. If the ions are held in place and ε = 4 replaces 12 at the same p, the dipole error becomes −39 meV. The elastic error, which comes from ionic relaxation, is then absent, and the fully sampled total changes sign, to −32 meV.

The overlap is the least certain term. Binding on a shell of radius 0.10 nm, in place of a point, raises A² and the hopping by a factor 1.46. A two-band estimate of the decay, κ² = κ₀²(1 − 0.80/3.0), enlarges the tail at 1.2 nm by 1.6, before any change of prefactor. The Γ-only error is thus a few tenths of an eV for the point well, and the two factors together would bring it to about 0.6 eV at first order. It is not a value known to the meV. The overlap error left after full sampling is of second order in the hopping, so it is even more sensitive: a factor 1.46 in the hopping roughly doubles the 7.4 meV. For a well whose width is a sizeable fraction of the cell, the neighbouring potentials also act directly on the state, and this remainder can differ from equation (7) in size and even in sign. The fully sampled total of +21 meV therefore holds only for the point well. Electron repulsion is omitted, and so is the screened Coulomb attraction that one electron of a neutral two-electron centre feels far from the core. That attraction lengthens the tail and increases the overlap; a semilocal functional does not contain it.

The response of the defect to its images' field is small here. For a field F along z, the first-order change of a point-well state ψ₀ ∝ exp(−κ₀r)/r is −(Fm/2κ₀)zrψ₀, as substitution confirms. The second-order energy is

−(F²m/2κ₀)⟨z²r⟩ = −(F²m/6κ₀)⟨r³⟩ = −F²m/(8κ₀⁴),

using ⟨r³⟩ = 3/(4κ₀³). The local field 4πp/(3εΩ) is 0.87 MV/cm, and two electrons gain 0.16 meV.

**Requested revision**

The claim that neutrality removes finite-cell errors should be withdrawn. Some of the terms may still be negligible: a symmetric site can have p = 0, a defect may barely strain its host, and a compact state may not reach its images. Each of these has to be shown for the defect in question.

The authors should first compare Γ with a converged k-point mesh in the same cell, keeping the occupation of the defect level the same. A converged mesh still leaves a second-order overlap, which equation (7) gives only for a point well. If the defect level disperses strongly over the mesh, this remainder may not be small, and a larger cell is needed. They should then state whether the cell was fixed or relaxed, and estimate the elastic term from the full stress that the defect adds, and the dipole term from the cell dipole. Extrapolating over separately generated amorphous cells would mix these errors with differences in the local structure around the defect. The numerical output below lists the terms for edges from 1.0 to 2.4 nm.

Computed results

```
TESTS: computed / law (coefficients of 1/N^3, model units)
elastic fixed cell      0.6643 / 0.6667
elastic zero stress     -0.5357 / -0.5333
elastic, 14x14x28 cell  0.6955 / 0.6667
elastic, uniaxial P     0.8945 / 0.8955
dipole, eps = 7.279     -0.07184 / -0.07184
well half width (Ha)    4.2729e-04 / 4.2759e-04
filled band mean (Ha)   7.9262e-08 / 7.9126e-08
half-filled mean (Ha)   -8.3836e-05
INPUTS
K, mu, M = 110, 50, 176.7 GPa
K, M = 686.6, 1102.7 eV/nm^3
P0 = 10.0 eV; p = 0.30 e nm; eps = 12
mass = 0.35 m_e; binding = 0.80 eV; gap = 3.0 eV
INTERMEDIATE VALUES, L = 1.2 nm
volume = 1.728 nm^3; relaxation volume P0/K = 0.01457 nm^3
pressure P0/Omega = 0.927 GPa
free-cell linear strain = 0.281 %
local field = 0.873 MV/cm
hbar^2/2m = 0.10886 eV nm^2; e^2/4 pi eps0 = 1.43996 eV nm
kappa = 2.7109 1/nm; kappa L = 3.253
hopping |t| = 19.01 meV; 12|t| = 228.1 meV
ERRORS in meV (overlap: two electrons)
L/nm  el.fixed  el.free  dipole  ovl.Gamma  ovl.full
1.0     45.34    -27.48   -22.62    -521.61    24.606
1.2     26.24    -15.90   -13.09    -264.10     7.395
1.6     11.07     -6.71    -5.52     -67.92     0.677
2.0      5.67     -3.44    -2.83     -17.77     0.063
2.4      3.28     -1.99    -1.64      -4.82     0.006
TOTALS, fixed cell, in meV
L = 1.2 nm: Gamma -250.94; full sampling 20.55
L = 1.6 nm: Gamma -62.37; full sampling 6.22
1/Omega extrapolation error, Gamma: 75.23 meV
1/Omega extrapolation error, full:  -4.23 meV
half-filled band, one electron: -32.79 meV
CELL SHAPE, 1.2 x 1.2 x 2.4 nm
dipole factor: long axis -0.4376; short axis 0.7188
dipole error, p along long axis: 8.59 meV
NEGLECTED EFFECTS, L = 1.2 nm
elastic error if P = P0*(0.85,0.85,1.30): 34.22 meV
defect polarization energy: -0.162 meV
hopping factor for a 0.10 nm shell core: 1.459
tail factor, two-band decay: 1.596
dipole error, eps = 4 (ions fixed): -39.27 meV
kT at 600 K = 51.70 meV
concentration factor, Gamma total: 128.19
concentration factor, full total:  0.672
```
